# Nonlocal Resistance of a Strip from Coupled Valley and Charge Diffusion

## A narrow strip with a small valley Hall angle

A conducting strip occupies $|y|<W/2$ and is infinite along $x$. A current $I$ enters at the lower edge, at $(0,-W/2)$, and leaves at the upper edge, at $(0,W/2)$. At a distance $L$ along the strip the voltage between the edges is measured,

$$V(L)=\phi(L,-W/2)-\phi(L,W/2),\qquad R(L)=V(L)/I. \tag{1}$$

The charge current spreads along the strip over a distance of order $W$, so an ordinary conductor gives almost no signal at $L\gg W$. Two valleys with opposite Hall responses can carry the signal further.

Label the valleys $\pm$ and suppose that time reversal exchanges them. Each has longitudinal conductivity $\sigma/2$, and their Hall conductivities are $\pm\sigma_H/2$. Let $\phi_\pm$ be the electrochemical potential of each valley divided by the carrier charge. In linear, diffusive transport without a magnetic field, the transport current in each valley is driven by the gradient of this potential:

$$\mathbf j_\pm=-\frac{\sigma}{2}\nabla\phi_\pm\mp\frac{\sigma_H}{2}\,\hat z\times\nabla\phi_\pm,\qquad \hat z\times\nabla f=(-\partial_yf,\ \partial_xf). \tag{2}$$

Define $\phi=(\phi_++\phi_-)/2$ and $\phi_v=(\phi_+-\phi_-)/2$. The sum and the difference of the two currents are the charge and valley currents,

$$\mathbf j_c=-\sigma\nabla\phi-\sigma_H\hat z\times\nabla\phi_v,\qquad \mathbf j_v=-\sigma\nabla\phi_v-\sigma_H\hat z\times\nabla\phi. \tag{3}$$

We write $\rho=1/\sigma$ and $\theta=\sigma_H/\sigma=\sigma_H\rho$, the tangent of the valley Hall angle. Atomic units are used, so resistances are in $\hbar/e^2$.

A valley imbalance relaxes by intervalley scattering in a time $\tau$. If $\nu$ is the density of states per valley, the difference of the valley charge densities is $\nu(\phi_+-\phi_-)=2\nu\phi_v$. The Einstein relation is $\sigma=2\nu D$, with $D$ the diffusion constant. In the steady state, therefore,

$$\nabla\cdot\mathbf j_v=-\frac{2\nu\phi_v}{\tau}=-\frac{\sigma}{\ell^2}\phi_v,\qquad \ell=\sqrt{D\tau}. \tag{4}$$

Now take $W\ll\ell$ and $\theta\ll1$. Seen on the scale $\ell$, the injected current crosses the strip at $x=0$, so $j_{c,y}=I\delta(x)$ and, to lowest order in $\theta$, $\partial_y\phi=-\rho I\delta(x)$. The $x$ component of the valley current in (3) is

$$j_{v,x}=-\sigma\phi_v'+\sigma_H\partial_y\phi=-\sigma\phi_v'-\theta I\delta(x), \tag{5}$$

where $\phi_v$ is nearly uniform across the narrow strip and the prime is $d/dx$. No valley current leaves through the edges, so (4) becomes $j_{v,x}'=-\sigma\phi_v/\ell^2$, or

$$\phi_v''-\frac{\phi_v}{\ell^2}=-\rho\theta I\,\delta'(x). \tag{6}$$

The function $G=(\ell/2)e^{-|x|/\ell}$ obeys $G''-G/\ell^2=-\delta(x)$. Differentiating this equation shows that

$$\phi_v=\rho\theta I\,G'(x)=-\frac{\rho\theta I}{2}\,\mathrm{sgn}(x)\,e^{-|x|/\ell}. \tag{7}$$

At $x=L$ no charge crosses the strip. Setting $j_{c,y}=-\sigma\partial_y\phi-\sigma_H\phi_v'$ to zero gives

$$\partial_y\phi=-\theta\phi_v'=-\frac{\rho\theta^2I}{2\ell}e^{-L/\ell}. \tag{8}$$

The voltage is $V=-W\partial_y\phi$, hence

$$R_v(L)=\rho\theta^2\frac{W}{2\ell}e^{-L/\ell}=\frac{W}{2\ell}\,\sigma_H^2\rho^3e^{-L/\ell}. \tag{9}$$

One factor $\theta$ converts charge current into valley current, and the second converts the valley gradient back into a transverse field. Reversing the sign of $\sigma_H$ leaves the signal unchanged. The remaining factor $\rho$ turns current into voltage. The cube therefore requires $\sigma_H$, $\ell$, $W$ and $L$ to stay fixed as $\rho$ varies. Equation (4) shows one way to meet the condition on $\ell$: $\nu$ changes while $D$ and $\tau$ do not. A fixed $\sigma_H$ is a separate assumption of the model: in a gapped Dirac band the intrinsic valley Hall conductivity falls as the Fermi level moves into the band, so a gate voltage does not in general vary $\rho$ alone. If instead $\theta$ were fixed, (9) would be linear in $\rho$.

This argument does not give the ohmic background, nor does it say how narrow the strip must be. Both follow from the two-dimensional problem.

## The edge problem

For uniform $\sigma_H$ the divergence of $\hat z\times\nabla f$ is $-\partial_x\partial_yf+\partial_y\partial_xf=0$. Charge conservation and (4) then give

$$\nabla^2\phi=0,\qquad \nabla^2\phi_v=\phi_v/\ell^2. \tag{10}$$

The two potentials are uncoupled in the interior; the edges couple them. We take point contacts that inject equal currents into both valleys, and edges that pass no valley current. At both $y=\pm W/2$,

$$-\sigma\partial_y\phi-\sigma_H\partial_x\phi_v=I\delta(x),\qquad \sigma\partial_y\phi_v+\sigma_H\partial_x\phi=0. \tag{11}$$

A voltage probe coupled equally and weakly to both valleys draws no net charge current when its potential is $(\phi_++\phi_-)/2=\phi$. This justifies the use of $\phi$ in (1).

Write $f(x,y)=\int\frac{dk}{2\pi}e^{ikx}\tilde f(k,y)$, so that $\partial_x\to ik$ and $\delta(x)\to1$. The conditions (11) are the same at both edges, which allows $\phi$ odd and $\phi_v$ even in $y$. Equations (10) then give

$$\tilde\phi=A\sinh ky,\qquad \tilde\phi_v=B\cosh qy,\qquad q^2=k^2+\ell^{-2}. \tag{12}$$

Inserting (12) in (11) and dividing by $\sigma$, we find

$$Ak\cosh\frac{kW}{2}+i\theta kB\cosh\frac{qW}{2}=-\rho I, \tag{13}$$

$$Bq\sinh\frac{qW}{2}+i\theta kA\sinh\frac{kW}{2}=0. \tag{14}$$

Equation (14) gives $B=-i\theta kA\sinh(kW/2)/[q\sinh(qW/2)]$. In (13) the product $i\theta k\cdot(-i\theta k)=\theta^2k^2$ is positive, and

$$Ak\cosh\frac{kW}{2}\,\bigl[1+\theta^2g(k)\bigr]=-\rho I,\qquad g(k)=\frac{k\tanh(kW/2)}{q\tanh(qW/2)}. \tag{15}$$

By (1), $\tilde R=-2A\sinh(kW/2)/I$, so

$$\tilde R(k)=\frac{2\rho\tanh(kW/2)}{k\,[1+\theta^2g(k)]},\qquad R(L)=\int_{-\infty}^{\infty}\frac{dk}{2\pi}e^{ikL}\tilde R(k). \tag{16}$$

This solves the stated model for any $\theta$ and any $W/\ell$. The product $q\tanh(qW/2)$ is even in $q$, so the square root in $q$ produces no branch cut. For $L>0$ the contour closes in the upper half plane, and each pole contributes $i$ times its residue.

## The ohmic background

At $\theta=0$ the poles are the zeros of $\cosh(kW/2)$, at $k_n=i(2n+1)\pi/W$ with $n=0,1,2,\dots$. Near each one, $\tanh(kW/2)\approx(2/W)/(k-k_n)$. At $k=0$ the ratio $\tanh(kW/2)/k$ is finite, so there is no pole. Therefore

$$R_0(L)=\sum_{n}i\,\frac{4\rho}{Wk_n}e^{ik_nL}=\frac{4\rho}{\pi}\sum_n\frac{e^{-(2n+1)\pi L/W}}{2n+1}=\frac{4\rho}{\pi}\,\mathrm{artanh}\,e^{-\pi L/W}. \tag{17}$$

For $L\gg W$ the first term dominates:

$$R_0(L)\approx\frac{4\rho}{\pi}e^{-\pi L/W}. \tag{18}$$

The decay length $W/\pi$ is geometric. It belongs to the slowest solution of Laplace's equation that is odd in $y$ and has no current through the edges.

## The valley contribution

The term of order $\theta^2$ in (16) is

$$\tilde R_1(k)=-\frac{2\rho\tanh(kW/2)}{k}\,\theta^2g(k)=-2\rho\theta^2\,\frac{\tanh^2(kW/2)}{q\tanh(qW/2)}. \tag{19}$$

It has a pole where $q=0$, at $k=i/\ell$. There $q\tanh(qW/2)\approx Wq^2/2$ and $q^2=(k-i/\ell)(k+i/\ell)\approx(2i/\ell)(k-i/\ell)$, so

$$\frac{1}{q\tanh(qW/2)}\approx\frac{\ell}{iW}\,\frac{1}{k-i/\ell},\qquad \tanh^2\frac{iW}{2\ell}=-\tan^2\frac{W}{2\ell}. \tag{20}$$

The minus sign in (20) cancels the one in (19), and the factor $i$ from the contour cancels $1/i$:

$$R_v(L)=2\rho\theta^2\,\frac{\ell}{W}\tan^2\!\frac{W}{2\ell}\;e^{-L/\ell}. \tag{21}$$

For small $u$, $\tan^2u\approx u^2(1+2u^2/3)$. With $u=W/2\ell$, (21) reduces to (9) with a relative correction $W^2/(6\ell^2)$. Combining this with (18), for $L\gg W$, $W\ll\ell$, small $\theta$ and small $\theta^2L/\ell$,

$$R(L)\approx\frac{4\rho}{\pi}e^{-\pi L/W}+\frac{W}{2\ell}\,\sigma_H^2\rho^3e^{-L/\ell}. \tag{22}$$

The other poles of (19) give smaller terms in this regime. Those at $q=2\pi in/W$, $n\ge1$, decay at the rate $\sqrt{\ell^{-2}+(2\pi n/W)^2}$, which exceeds $\pi/W$. The double poles at $k_n$ correct the ohmic tail at relative order $\theta^2$, with a part that grows linearly with $L$ and is of order $\theta^2LW/\ell^2$ in a narrow strip.

The valley tail is the slower one when $1/\ell<\pi/W$, that is, when $W<\pi\ell$. As $W\to\pi\ell$ the tangent in (21) diverges because the valley pole meets the ohmic pole; the two must then be treated together, and (21) alone has no meaning. In a wider strip, and at small $\theta$, the ohmic tail outlasts the valley term (21). For $W=5\ell$, $\theta=0.05$ and $L=3W$, numerical quadrature of (16) gives a total resistance 1.2% above the ohmic value. The term (21) is below $10^{-5}$ of the ohmic value there; the excess comes from the double pole at $k_0$ and grows with distance, to 4% at $L=10W$ and 13% at $L=30W$.

Equating the two terms of (22) and taking the logarithm gives the distance beyond which the valley signal wins in a narrow strip:

$$L^*=\frac{\ln[8\ell/(\pi\theta^2W)]}{\pi/W-1/\ell}. \tag{23}$$

The angle enters through a logarithm: for $W\ll\ell$, each tenfold reduction of $\theta$ moves $L^*$ out by only $2\ln10/\pi\approx1.5$ widths.

## A narrow strip at any angle

The expansion in $\theta$ can be avoided when $W\ll\ell$. At distances $L\gg W$ the slow tail comes from $|k|W\ll1$, where both hyperbolic tangents can be replaced by their arguments. Then $g\approx k^2/q^2$. With $s=1+\theta^2$,

$$\tilde R\approx\frac{\rho Wq^2}{q^2+\theta^2k^2}=\rho W\,\frac{k^2+\ell^{-2}}{sk^2+\ell^{-2}}=\frac{\rho W}{s}+\frac{\rho W\theta^2}{s^2\ell^2}\,\frac{1}{k^2+\kappa^2},\qquad \kappa=\frac{1}{\ell\sqrt s}. \tag{24}$$

The constant transforms into a delta function at the source. For $|k|\gg1/\ell$ we have $q\approx|k|$ and $g\approx1$, so (16) becomes the $\theta=0$ result divided by $s$: the full $k$ dependence spreads the constant over a distance of order $W$, as the ohmic part (17) reduced by the factor $1/(1+\theta^2)$. The second term is found from $\int\frac{dk}{2\pi}e^{ikL}/(k^2+\kappa^2)=e^{-\kappa L}/(2\kappa)$:

$$R_v(L)=\frac{\rho W\theta^2}{2\ell\,(1+\theta^2)^{3/2}}\exp\!\left[-\frac{L}{\ell\sqrt{1+\theta^2}}\right]. \tag{25}$$

To see how far the cubic law reaches, differentiate $\ln R_v=\ln\rho+2\ln\theta-\tfrac32\ln s-(L/\ell)s^{-1/2}+\text{const}$ at fixed $\sigma_H$. Since $\theta\propto\rho$, we have $d\ln\theta/d\ln\rho=1$ and $ds/d\ln\rho=2\theta^2$, so

$$\frac{d\ln R_v}{d\ln\rho}=3-\frac{3\theta^2}{s}+\frac{L}{\ell}\frac{\theta^2}{s^{3/2}}=\frac{3}{1+\theta^2}+\frac{L}{\ell}\,\frac{\theta^2}{(1+\theta^2)^{3/2}}. \tag{26}$$

At small angle the slope is $3+\theta^2(L/\ell-3)$. A small $\theta$ is therefore not enough: $\theta^2L/\ell$ must be small too, because the decay length itself depends on $\theta$. In the opposite limit, with $\theta\gg1$ and $\theta\gg L/\ell$, (25) tends to $W/(2\ell\sigma_H)$, which no longer depends on $\rho$.

## Which resistivity is measured

The quantity $\rho=1/\sigma$ is not quite the resistivity found by driving a current along the strip. Take a uniform field $F$, so $\phi=-Fx$. The second condition in (11) requires $\partial_y\phi_v=\theta F$ at the edges, and the solution of (10) that is odd in $y$ is

$$\phi_v=\theta F\ell\,\frac{\sinh(y/\ell)}{\cosh(W/2\ell)}. \tag{27}$$

From (3), $j_{c,x}=\sigma F+\sigma_H\partial_y\phi_v$. Averaging over the width gives the measured resistivity

$$\rho_m=\frac{\rho}{1+\theta^2(2\ell/W)\tanh(W/2\ell)}. \tag{28}$$

The valley imbalance that builds up at the edges drives an additional charge current along the field. Since $\rho_m$ and $\rho$ differ at relative order $\theta^2$, the leading cubic law is the same in either quantity.

## A numerical example

Take a model strip with round parameters: $W=10000$ Å, $\ell=20000$ Å, $L=50000$ Å, $\rho=0.3\ \hbar/e^2$ and $\sigma_H=2e^2/h=0.318\ e^2/\hbar$. Then $\theta=0.3183\times0.3=0.0955$ and $\theta^2L/\ell=0.023$, so both conditions on the angle hold. By (28), $\rho_m=0.991\rho$.

The two terms of (22), in $\hbar/e^2$, are

$$\frac{4(0.3)}{\pi}e^{-5\pi}=5.76\times10^{-8},\qquad 0.3\,(0.0955)^2\,\frac14\,e^{-2.5}=5.61\times10^{-5}. \tag{29}$$

The valley term is about a thousand times the background. Keeping the tangent, (21) gives $5.86\times10^{-5}$, which is 4% more, as expected from $W^2/(6\ell^2)=0.042$. Quadrature of (16), with the $\theta=0$ part subtracted, gives $5.84\times10^{-5}$. The remaining decrease of 0.3% is close to the first correction contained in (25), $\theta^2(L/\ell-3)/2=-0.2\%$.

The total resistance is $5.85\times10^{-5}\ \hbar/e^2$, or 0.24 ohm. For a drive current with $\hbar I/e=0.001$ eV, the signal $eV$ is $5.8\times10^{-8}$ eV.

Equation (23) puts the crossover at 23900 Å, or 2.4 widths. The same quadrature shows the exchange of roles:

| $L$ (Å) | ohmic ($\hbar/e^2$) | valley ($\hbar/e^2$) |
|---|---|---|
| 20000 | $7.1\times10^{-4}$ | $2.5\times10^{-4}$ |
| 30000 | $3.1\times10^{-5}$ | $1.6\times10^{-4}$ |
| 50000 | $5.8\times10^{-8}$ | $5.8\times10^{-5}$ |

Finally, vary $\rho$ at $L=50000$ Å with $\sigma_H$, $\ell$ and $W$ fixed. The scan explores the model; its largest value, $10\ \hbar/e^2\approx41$ kilo-ohm, exceeds $h/e^2$, where classical diffusion of a degenerate carrier gas is no longer assured. The valley part and its logarithmic slope come from quadrature, and the cubic law is (9). Resistances are in $\hbar/e^2$.

| $\rho$ | $\theta$ | valley part | cubic law | slope |
|---|---|---|---|---|
| 0.03 | 0.0095 | $5.86\times10^{-8}$ | $5.61\times10^{-8}$ | 3.00 |
| 0.3 | 0.095 | $5.84\times10^{-5}$ | $5.61\times10^{-5}$ | 2.99 |
| 1 | 0.32 | $2.11\times10^{-3}$ | $2.08\times10^{-3}$ | 2.94 |
| 3 | 0.95 | $4.35\times10^{-2}$ | $5.61\times10^{-2}$ | 2.41 |
| 10 | 3.2 | 0.32 | 2.1 | 0.94 |

From the first row to the second, $\rho$ grows tenfold and the valley part grows by a factor of 997. The close agreement with the cubic law at $\rho=1$ is partly a cancellation: the finite width raises the signal by about 4%, while the correction $\theta^2(L/\ell-3)/2$ lowers it by about 2.5%. That correction is itself small only because $L/\ell=2.5$ lies close to 3: at $\rho=1$ it is the sum of $-3\theta^2/2\approx-15\%$ and $\theta^2L/(2\ell)\approx+13\%$. At small $\theta$ the finite-width factor is nearly constant and drops out of the slope; at large angle it fades, from 4% above (25) at $\rho=0.3$ to 0.1% at $\rho=10$, which puts the last two slopes slightly below (26). By (26) the same near cancellation keeps the slope close to 3. A ten-percent departure from the cubic law appears here near $\rho\approx2$, but already near $\rho\approx1.1$ for $L/\ell=1$ and near $\rho\approx0.6$ for $L/\ell=6$. At $\rho=10$ the cubic law overestimates the valley part more than sixfold.

These results rest on the edge conditions (11). Edges that scatter carriers between valleys, or contacts that drain the valley imbalance over a length comparable to $W$, would require different conditions. Either would change the size of the signal, and valley scattering all along the edges would also shorten its decay length.

Numerical values quoted here were computed with a short program.
